\section*{Why tetrahedral muonium is isotropic and bond-centred muonium strongly axial}

\section{Three orbitals in a line}

Put a muon midway between two identical host atoms. Let $s$ be its $1s$ orbital, and let $h_1,h_2$ be the host orbitals pointing at it. Take all three at energy zero, orthogonal, with matrix element $-t$ between $s$ and each $h_i$ ($t>0$) and none between the hosts. Form
\begin{equation}
g=\frac{h_1+h_2}{\sqrt2},\qquad n=\frac{h_1-h_2}{\sqrt2}.
\end{equation}
Then
\begin{equation}
\langle s|H|g\rangle=\frac{-t-t}{\sqrt2}=-\sqrt2\,t,\qquad
\langle s|H|n\rangle=\frac{-t+t}{\sqrt2}=0 .
\end{equation}
The levels are $-\sqrt2t,\;0,\;+\sqrt2t$, and the middle one is $n$, which vanishes at the muon. Neutral bond-centred muonium brings three electrons: one from the muon and two from the broken host bond. Two fill the lowest level and the third occupies $n$. The unpaired electron therefore has no density at the muon.

At a tetrahedral site the unpaired orbital is instead totally symmetric and contains $s$. This difference in symmetry decides which hyperfine contributions survive.

\section{The two kinds of coupling}

For electron spin $S=\tfrac12$ and muon spin $I=\tfrac12$, write the spin Hamiltonian as $H/h=\mathbf S\cdot\mathbf A\cdot\mathbf I$. The moments are $-g_e\mu_B\mathbf S$ and $2\mu_\mu\mathbf I$, where $g_e,\mu_\mu>0$. Orbital moments are neglected.

The contact energy is $-(2\mu_0/3)$ times the product of the moments and the density at the muon. The electron's minus sign makes the coupling positive for positive spin density. Dividing by $h$ gives
\begin{equation}
A_{\rm iso}=\frac{8\pi}{3}P\,\rho_s(0),\qquad
P=\frac{\mu_0}{4\pi h}\,g_e\mu_B\,2\mu_\mu=0.2517\ {\rm MHz\,nm^3}.
\end{equation}
Here $\rho_s=n_\uparrow-n_\downarrow$ is the spin density in the state $M_S=+\tfrac12$, and it integrates to one. The same sign enters the dipole interaction:
\begin{equation}
T_{ij}=P\int \rho_s(\mathbf r)\,
\frac{3r_ir_j-r^2\delta_{ij}}{r^5}\,d^3r ,\qquad
\mathbf A=A_{\rm iso}\mathbf 1+\mathbf T .
\end{equation}
Since $\mathbf T$ is traceless, an axial site has
\begin{equation}
A_\parallel=A_{\rm iso}+T_{zz},\qquad A_\perp=A_{\rm iso}-\tfrac12T_{zz}.
\end{equation}

Free muonium has $\rho_s(0)=1/(\pi a^3)$, with $a=a_0(1+m_e/m_\mu)$ from the reduced mass. This gives $A_{\rm vac}=4464$ MHz. In the models below, a spin population $\rho_\mu$ in $s$ contributes $\rho_\mu A_{\rm vac}$. Changes in the shape of $s$, and host-orbital tails at the muon, are neglected.

\section{Tetrahedral site: the direct contact term}

Let four filled host orbitals $\phi_i$ lie $\delta_T$ below $s$, each coupled to it by $-t_T$. Take all five orbitals as orthogonal, with no coupling between the hosts. With $G=\tfrac12\sum_i\phi_i$,
\begin{equation}
\langle s|H|G\rangle=\tfrac12\cdot4\,(-t_T)=-2t_T .
\end{equation}
The three host combinations orthogonal to $G$ have coefficients summing to zero, so they do not couple to $s$. The remaining two-level problem gives
\begin{equation}
E^2+\delta_TE=4t_T^2,\qquad
E_\pm=\frac{-\delta_T\pm D_T}{2},\qquad D_T=\sqrt{\delta_T^2+16t_T^2}.
\end{equation}
Eight of the nine electrons fill the four lower levels, and the last occupies $E_+$. Its amplitudes obey $E_+c_s=-2t_Tc_G$, so its muon weight is
\begin{equation}
w=\frac{1}{1+E_+^2/4t_T^2}=\frac{4t_T^2}{4t_T^2+E_+^2}
=\frac{E_+(E_++\delta_T)}{E_+(2E_++\delta_T)}
=\frac12\left(1+\frac{\delta_T}{D_T}\right).
\end{equation}
The third form uses the eigenvalue equation, and the last uses $2E_++\delta_T=D_T$.

For $t_T\to0$ with $\delta_T>0$, $w\to1$: this is a free muonium atom. At $\delta_T=0$, $w=\tfrac12$. For $\delta_T<0$ the spin sits mainly on the hosts, so symmetry alone does not guarantee a large contact term.

With round effective values $\delta_T=2$ eV and $t_T=1$ eV,
\begin{equation}
w=\tfrac12(1+2/\sqrt{20})=0.724,\qquad
A_{\rm iso}=0.724\times4464\simeq3230\ {\rm MHz}.
\end{equation}

\section{Tetrahedral site: the vanishing dipolar term}

Take the cube axes as coordinates. A half-turn about $z$ reverses $T_{xz}$ and $T_{yz}$, and one about $x$ reverses $T_{xy}$. Invariance makes all three zero. A threefold rotation permutes the axes, so $T_{xx}=T_{yy}=T_{zz}$. Their sum is zero, hence
\begin{equation}
\mathbf T=0 .
\end{equation}
This holds for any spin density with the full tetrahedral symmetry. It would not follow for an electron in one member of a degenerate set of orbitals. For the nondegenerate orbital used here, the undistorted site is therefore isotropic, and anisotropy requires the tetrahedral symmetry to be broken.

To size a distortion, treat each host spin $q=(1-w)/4$ as a point at $R\mathbf n_i$, with
$\mathbf n_i=(1,1,1),(1,-1,-1),(-1,1,-1),(-1,-1,1)$, each divided by $\sqrt3$. Move the muon by $u$ along $z$, holding the orbital weights fixed. The relative vector is $\mathbf d_i=R\mathbf n_i-u\hat z$, and
$d_i^{-5}\simeq R^{-5}(1+5n_{iz}u/R)$. Since $\sum_i n_{ix}n_{iy}=0$,
\begin{align}
T_{xy}&\simeq Pq\sum_i\frac{3R^2n_{ix}n_{iy}}{R^5}
\left(1+\frac{5n_{iz}u}{R}\right)
=\frac{15Pqu}{R^4}\sum_i n_{ix}n_{iy}n_{iz}\notag\\
&=\frac{15Pqu}{R^4}\,\frac{4}{3\sqrt3}
=\frac{5(1-w)Pu}{\sqrt3R^4}.
\end{align}
The other first-order components contain $\sum_i n_{ia}$, or that sum multiplied by $n_{ib}^2=\tfrac13$, and vanish.

Use the germanium distance $R=0.245$ nm. A rough vibration quantum of 0.2 eV gives a zero-point amplitude $u=\sqrt{\hbar/2m_\mu\omega}=0.030$ nm. The formula yields $T_{xy}=1.7$ MHz, as does the full point-spin sum. Second-order diagonal terms raise the largest principal value to 1.9 MHz, below 0.1\% of the contact term. This is a frozen displacement: averaging over a distribution with tetrahedral symmetry, with the electrons following the muon, restores $\mathbf T=0$ (averaging over $\pm u$ along $z$ alone leaves $T_{zz}=-0.3$ MHz). Mixing of muon $p$ character into the displaced orbital is not included.

\section{Bond centre: contact from spin polarization}

Return to the line of three orbitals, now with $s$ lower than the hosts by $\delta$. The odd orbital stays at zero energy with its node. The even levels are
\begin{equation}
E=\frac{-\delta\pm D}{2},\qquad D=\sqrt{\delta^2+8t^2}.
\end{equation}
By the same two-level algebra, with $s$ now the lower partner, the bonding orbital has muon weight
\begin{equation}
p(\delta)=\frac12\left(1+\frac{\delta}{D}\right),\qquad
\frac{dp}{d\delta}=\frac12\left(\frac1D-\frac{\delta^2}{D^3}\right)
=\frac{4t^2}{D^3}.
\end{equation}

Without repulsion, the up and down bonding electrons cancel at the muon. Now add a repulsion $U$ between opposite spins on the same host orbital. The unpaired up electron puts spin $\tfrac12$ on each host, so a down electron there has energy higher by $U/2$ than an up electron. The down bonding electron therefore shifts toward the muon:
\begin{equation}
\rho_\mu=p(\delta_\uparrow)-p(\delta_\downarrow)
\simeq-\frac U2\,\frac{4t^2}{D^3}=-\frac{2Ut^2}{D^3}.
\end{equation}
Repulsion on the muon drops out at this order because the starting spin there is zero.

The mean-field argument gives the correct first-order result. The first-order change of a one-electron quantity involves only single excitations of the starting determinant, and their matrix elements are those of the mean field. Parity leaves only bonding-to-antibonding excitations. At $\delta=0$ the result is $-U/(8\sqrt2\,t)$; its growth as $t\to0$ signals failure of the expansion, which requires repulsion small compared with the level spacings.

Choose $\delta=2$ eV, $t=3$ eV and repulsion 2 eV on every orbital. Then $D=8.72$ eV and
\begin{equation}
\rho_\mu\simeq-\frac{2\times2\times9}{8.72^3}=-0.0543 .
\end{equation}
Diagonalizing the three-electron model, with interaction $U(n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12)$ on each orbital (which absorbs the average repulsion into the levels only at half filling), gives $-0.0546$. The contact coupling is thus $-244$ MHz.

\section{Bond centre: the dipolar term}

Two half-spins at $z=\pm R$ give
\begin{equation}
T_{zz}=P\left(\frac12+\frac12\right)\frac{3-1}{R^3}=\frac{2P}{R^3}.
\end{equation}
For $R=0.170$ nm this is $102$ MHz. The positive sign comes from spin lying along the axis.

Real orbitals extend past the muon. Consider a spherical spin cloud of density $\rho(x)$ at distance $x$ from its host, with $Q(x)$ the spin inside $x$. Its potential $\varphi=\int\rho/|\mathbf r-\mathbf x|\,d^3r$ obeys
\begin{equation}
\varphi'=-\frac{Q}{x^2},\qquad
\varphi''=\frac{2Q}{x^3}-4\pi\rho,
\end{equation}
since $Q'=4\pi x^2\rho$. The transverse second derivative is $\varphi'/x$. The dipole integral is the traceless part of the second-derivative tensor:
\begin{equation}
\frac{T_{zz}}P=\frac23\left(\varphi''-\frac{\varphi'}x\right)_{x=R}
=\frac{2Q(R)}{R^3}-\frac{8\pi}{3}\rho(R).
\end{equation}
Two such clouds with half weight give the same result. For a Slater radial function $r^3e^{-\zeta r}$ with $\zeta=1.6\,a_0^{-1}$, $Q(R)=0.698$ and $T_{zz}=34$ MHz. Penetration is therefore a large correction for round clouds.

Replacing them by the odd combination of $sp^3$ hybrids pointing at the muon, with the same radial function, gives 137 MHz by numerical integration. This includes both the hybrid shape and the interference that produces the node; their separate effects were not evaluated. The integral assigns unit spin to the odd orbital. Polarization raises the total host spin to 1.05, a change of about 5\% that is neglected here. These hybrids overlap $s$ by 0.70 and do not vanish at the muon, so neglecting host tails in the contact term is a crude step. Keeping the tails turns $-244$ MHz into $-199$ MHz without orthogonalization and into about $-500$ MHz with L\"owdin-orthogonalized orbitals. The sign survives, but the magnitude is uncertain by up to a factor of two.

\section{Weighing the contributions}

The bond-centre terms combine as
\begin{align}
A_\parallel&=-244+137=-107\ {\rm MHz},\\
A_\perp&=-244-\tfrac12(137)=-312\ {\rm MHz}.
\end{align}
Polarization and dipolar coupling have comparable sizes. They oppose each other along the bond and add across it, making the magnitudes differ by a factor of 2.9. With point spins the pair is $-141$ and $-295$ MHz: the degree of anisotropy depends on orbital shape, while its origin does not.

The node needs equal host levels. Shift them by $\pm\eta$, so that $\langle g|H|n\rangle=\eta$. Write the odd-derived orbital as $n+\alpha g+ms$. At first order its energy remains zero, and the $g$ component of the eigenvalue equation gives
\begin{equation}
\eta-\sqrt2\,t\,m=0,\qquad m^2=\frac{\eta^2}{2t^2}.
\end{equation}
For $\eta=0.3$ eV the weight is 0.005, so without repulsion the unpaired orbital itself contributes 22 MHz of positive contact coupling. Repulsion changes both this weight and the polarization, so the net shift in the interacting model is smaller, 15 MHz. With polarization held fixed, the leading-order formula cancels the negative contact term at $\eta=t\sqrt{2\times0.0546}\simeq1$ eV; in the interacting model the sign change comes at about 1.2 eV.

Without repulsion, unequal hoppings $t_1,t_2$ alone do not remove the node. The combination $t_2h_1-t_1h_2$ has coupling $-t_1t_2+t_2t_1=0$ to $s$. With repulsion the unequal host occupations split the host levels and lift the node slightly: for $t_1=3.8$ eV and $t_2=2.4$ eV the unpaired orbital has muon weight about 0.001, and $\rho_\mu$ moves from $-0.055$ to $-0.040$. An axial displacement also changes the dipolar term. For a rough quantum of 0.5 eV, the zero-point amplitude is 0.019 nm. Averaging the point-dipole result over plus and minus this displacement, with host spins held equal, raises it by 8\%. But the nearer host, with the larger hopping, carries less of the odd orbital's spin. This opposes the rise, so the sign of the net change is not settled here. Thermal excitation within the model is negligible at 20 K: $k_BT=1.7$ meV, against 3.4 eV from the odd to the antibonding level.

\section{Clusters and germanium}

Unrestricted PBE0 calculations remove the restriction to three or five orbitals. The clusters are H$_3$Ge--Mu--GeH$_3$ and a muon amid four GeH$_4$ molecules, at the distances used above, with Ge--H lengths of 0.153 nm. Germanium has the LANL2DZ basis and core potential, the muon site cc-pVTZ, and the other hydrogens 6-31G. Contact densities are scaled to a free hydrogen atom treated in the same way.

\begin{center}
\begin{tabular}{lrr}
Coupling (MHz) & Small model & PBE0 cluster\\
Tetrahedral $A_{\rm iso}$ & 3230 & 4123\\
Bond-centre $A_{\rm iso}$ & $-244$ & $-378$\\
Bond-centre $T_{zz}$ & 137 & 198\\
Bond-centre $A_\parallel$ & $-107$ & $-180$\\
Bond-centre $A_\perp$ & $-312$ & $-477$
\end{tabular}
\end{center}

The tetrahedral cluster has no dipolar coupling at the printed precision. In the bond-centre cluster, the highest occupied majority-spin orbital has zero density at the muon to numerical accuracy, yet the total spin density there is negative. This supports the polarization mechanism. The clusters are small and unrelaxed, and they lack the crystal's bands, so they are not a reference for the magnitudes in germanium. In the tetrahedral cluster twelve capping hydrogens lie 0.242 nm from the muon and 0.150 nm from one another, and its basis convergence was not tested. The bond-centre values are not converged to the digits shown: adding $d$ functions on Ge, $p$ functions on H and a quadruple-zeta $spd$ basis at the muon moves $A_{\rm iso}$, $A_\parallel$ and $A_\perp$ by about $+15$ MHz, to $-363$, $-164$ and $-462$ MHz, and $T_{zz}$ by 1 MHz.

Measured low-temperature values in germanium are roughly 2400 MHz at the tetrahedral site, and roughly 30 and 130 MHz in magnitude for $A_\parallel$ and $A_\perp$ at the bond centre. The model is thus about a third too high for the first and more than twice too high for both bond-centre values. Its energies are round effective parameters, not germanium data.

One assumption that need not hold in the crystal is confinement of the unpaired spin to the nearest hosts. Suppose half of it spread to distant atoms, with orbital shapes and energies fixed. The near-host dipolar term and the first-order polarization are both proportional to the nearby host spin, so both would halve, giving about $-54$ and $-156$ MHz. That this spreading accounts for most of the discrepancy is a conjecture. Here $A_\parallel$ is $-122+68$ MHz, a difference of two comparable terms: changing the first by a fifth moves the result by nearly half. The main values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Vacuum muonium contact coupling: 4464.2 MHz
Dipolar constant P: 0.25169 MHz nm^3
T input host distance: 0.245 nm
T input level offset: 2.000 eV
T input hopping: 1.000 eV
T muon weight: 0.724
T spin per host: 0.0691
T model contact coupling: 3230.3 MHz
T rough vibration quantum: 0.200 eV
T zero-point rms displacement: 0.0304 nm
T frozen-displacement largest dipolar value: 1.86 MHz
BC input host distance: 0.170 nm
BC input muon level below hybrids: 2.000 eV
BC input hopping: 3.000 eV
BC input host repulsion: 2.000 eV
BC input muon repulsion: 2.000 eV
BC square-root energy D: 8.718 eV
BC bonding level: -5.359 eV
BC antibonding level: 3.359 eV
BC first-order muon spin: -0.05434
BC exact-model muon spin: -0.05462
BC exact-model spin per host: 0.52731
BC model contact coupling: -243.8 MHz
Slater exponent (n=4): 1.600 inverse bohr
Round-cloud fraction within R: 0.698
BC point-spin T_zz: 102.5 MHz
BC round-cloud T_zz: 34.2 MHz
BC odd-hybrid T_zz: 136.7 MHz
BC model A_parallel: -107.1 MHz
BC model A_perp: -312.2 MHz
BC model A_parallel with point spins: -141.4 MHz
BC model A_perp with point spins: -295.1 MHz
BC host asymmetry eta: 0.300 eV
BC asymmetry muon weight: 0.00496
BC asymmetry contact contribution: 22.1 MHz
BC rough axial vibration quantum: 0.500 eV
BC axial zero-point rms displacement: 0.0192 nm
BC point-dipole change at +/- rms: 7.9 %
Thermal energy at 20 K: 1.723 meV
Cluster Ge-H distance: 0.153 nm
PBE0 T cluster contact fraction: 0.9235
PBE0 T cluster contact coupling: 4122.8 MHz
PBE0 T cluster largest dipolar value: 0.0000 MHz
PBE0 BC cluster contact fraction: -0.08473
PBE0 BC unpaired-orbital contact: 1.19e-28
PBE0 BC cluster contact coupling: -378.3 MHz
PBE0 BC cluster T_zz: 198.0 MHz
PBE0 BC cluster A_parallel: -180.2 MHz
PBE0 BC cluster A_perp: -477.3 MHz
\end{verbatim}
